# Low-temperature T⁴ phonon resistivity of a two-dimensional metal

A transport calculation for a two-dimensional conductor needs a rule for extending the phonon resistivity below the lowest temperature that its wavevector grid resolves. The exponent of that rule also decides how a residual resistivity is separated from cold data. For a circular Fermi line and unscreened coupling to the sheet's own in-plane acoustic phonons the exponent is 4. The three-dimensional value, 5, does not carry over.

## Result and conditions

The algebra uses atomic units with $k_B=1$, so $T$ is an energy. The resistivity $\rho$ is a sheet resistivity in units of $\hbar/e^2$, which is about 4108 ohm. The Fermi line has radius $k_F$, speed $v_F$ and degeneracy $g$ (spin times valleys), so the density is $n=gk_F^2/4\pi$. Phonons have $\omega=cq$ with $c\ll v_F$, and the squared coupling is $|M_q|^2=Cq/A$ for area $A$. Then, for $T\ll T_{BG}=2ck_F$,

$$\rho=\frac{16\pi^4}{15}\,\frac{C\,T^4}{g\,k_F^3v_F^2c^4}. \tag{1}$$

The phonons are assumed to stay in equilibrium and to be two-dimensional in-plane modes of the sheet; flexural modes are left out. In a quantum well or inversion layer coupled to bulk phonons, the sum over the perpendicular wavevector adds a power of $T$, and (1) does not apply. Umklapp and intervalley scattering are left out, and $T\ll E_F$. A factor that multiplies $|M_q|^2$ and tends to 1 as $q\to0$ does not change (1).

The linear coupling law comes from a deformation energy $D\,\nabla\!\cdot\mathbf u$. A mode of mass $\rho_mA$, with $\rho_m$ the mass per area, has squared zero-point matrix element $1/(2\rho_mA\omega)$. The divergence of a longitudinal wave adds $q^2$, so

$$|M_q|^2=\frac{D^2q^2}{2\rho_mA\,cq}=\frac{Cq}{A},\qquad C=\frac{D^2}{2\rho_mc}.$$

## From the Boltzmann equation to a double sum

Write $f=f_0-f_0'\Phi$, where $-f_0'=f_0(1-f_0)/T$. The golden-rule rate is

$$W_{kk'}=\frac{2\pi Cq}{A}\left[N\delta(\varepsilon'-\varepsilon-\omega)+(N+1)\delta(\varepsilon'-\varepsilon+\omega)\right],$$

with $N=1/(e^{\omega/T}-1)$. Detailed balance makes the equilibrium flux $P_{kk'}=f_0(k)[1-f_0(k')]W_{kk'}$ symmetric. To first order in $\Phi$, the flow $k\to k'$ changes by $P[(1-f_0)\Phi-f_0(k')\Phi']/T$ and the reverse flow by $P[(1-f_0(k'))\Phi'-f_0\Phi]/T$. Their difference is $P(\Phi-\Phi')/T$. For a force $F$ along $x$, the stationary equation is therefore

$$F X=L\Phi,\quad X=v_x(-f_0'),\quad (L\Phi)_k=\frac1T\sum_{k'}P_{kk'}(\Phi_k-\Phi_{k'}).$$

Let $\langle a,b\rangle=\sum_k a_kb_k$ for one spin and valley. The electron charge is $-1$, so both the force and the electric current carry a minus sign relative to the field and the particle current. The signs cancel in the conductivity, $\sigma=(g/A)\langle X,\psi\rangle$ with $L\psi=X$.

The operator $L$ is symmetric, and $\langle\phi,L\phi\rangle=\frac1{2T}\sum P(\phi-\phi')^2\ge0$. The Cauchy–Schwarz inequality gives $\langle X,\phi\rangle^2=\langle L\psi,\phi\rangle^2\le\langle\psi,L\psi\rangle\langle\phi,L\phi\rangle$. Since $\langle\psi,L\psi\rangle=\langle X,\psi\rangle$,

$$\rho\le\frac{A\,\langle\phi,L\phi\rangle}{g\,\langle X,\phi\rangle^2}.$$

Choose $\phi=k_x$, a rigid shift of the Fermi line. With $k\,dk=k_F\,d\varepsilon/v_F$ near the line,

$$\langle X,k_x\rangle=\frac{A}{4\pi^2}\frac{k_F}{v_F}\,v_Fk_F\int_0^{2\pi}\!\cos^2\vartheta\,d\vartheta=\frac{Ak_F^2}{4\pi}=\frac{nA}{g}.$$

The right-hand side of the bound becomes

$$\rho_{\rm var}=\frac{g}{2Tn^2A}\,S,\qquad S=\sum_{kk'}P_{kk'}(k_x-k_x')^2. \tag{2}$$

## Energy and angle integrals

The energy exchanged is at most $2ck_F$, small compared with $v_Fk_F$. Both states may therefore be placed on the Fermi line, with $q=2k_F\sin(|\theta|/2)$ for scattering angle $\theta$. Averaging over the direction of $\mathbf q$ replaces $(k_x-k_x')^2$ by $q^2/2$. The sums become

$$\sum_k\to\frac{Ak_F}{2\pi v_F}\int d\varepsilon,\qquad \sum_{k'}\to\frac{Ak_F}{4\pi^2v_F}\int d\varepsilon'\int_{-\pi}^{\pi}d\theta .$$

For absorption, the identity $f(\varepsilon)[1-f(\varepsilon+\omega)]=(N+1)[f(\varepsilon)-f(\varepsilon+\omega)]$ gives the energy integral $\omega(N+1)$, because the difference of two Fermi functions displaced by $\omega$ integrates to $\omega$. Replacing $\omega$ by $-\omega$ gives $\omega N$ for emission. Weighted with $N$ and $N+1$, the two processes contribute equally, and their sum is $2\omega N(N+1)$. Hence

$$S=\frac{Ak_F}{2\pi v_F}\,\frac{Ak_F}{4\pi^2v_F}\,\frac{2\pi C}{A}\int_{-\pi}^{\pi}\!d\theta\;q\,\frac{q^2}{2}\,2\omega N(N+1)
=\frac{Ak_F^2C}{4\pi^2v_F^2}\int_{-\pi}^{\pi}\!d\theta\;q^3\omega N(N+1).$$

For positive $\theta$, $dq=k_F\cos(\theta/2)\,d\theta$, and negative angles double the result. With $\omega=cq$ and $u=q/2k_F$, equation (2) becomes

$$\rho_{\rm var}=\frac{gk_FCc}{4\pi^2n^2v_F^2T}\int_0^{2k_F}\!dq\,\frac{q^4N(N+1)}{\sqrt{1-u^2}}. \tag{3}$$

In code, set $q=2k_F\sin\alpha$. Then $dq/\sqrt{1-u^2}=2k_F\,d\alpha$, and the endpoint singularity disappears.

## The two temperature limits

At low temperature put $q=zT/c$. The root tends to 1 and the upper limit to infinity. Since $N(N+1)=-dN/dz$, integration by parts gives

$$\int_0^\infty z^4N(N+1)\,dz=4\int_0^\infty\frac{z^3}{e^z-1}\,dz=4\cdot6\,\zeta(4)=\frac{4\pi^4}{15}.$$

The integral in (3) supplies $(T/c)^5$ and the prefactor $1/T$. Inserting $n^2=g^2k_F^4/16\pi^2$,

$$\rho=\frac{gk_FCc}{4\pi^2v_F^2T}\,\frac{16\pi^2}{g^2k_F^4}\,\frac{T^5}{c^5}\,\frac{4\pi^4}{15},$$

which is (1).

The mean of $z$ under the weight $z^4N(N+1)$ is $120\,\zeta(5)/(4\pi^4/15)=4.79$. The phonons that matter thus have $q\approx5T/c$, and a wavevector grid with a much coarser spacing misses them.

The first correction within (3) comes from $1/\sqrt{1-u^2}\approx1+u^2/2$, with $u=zt$ and $t=T/T_{BG}$. Since $\int z^6N(N+1)dz=720\,\zeta(6)=16\pi^6/21$, the mean of $z^2$ is $20\pi^2/7$, and

$$\rho_{\rm var}=\rho_{T^4}\left[1+\frac{10\pi^2}{7}t^2+\dots\right],\qquad \frac{10\pi^2}{7}\approx14.1. \tag{4}$$

For $T\gg T_{BG}$, $N(N+1)\to(T/cq)^2$. The remaining integral is $8k_F^3\int_0^1u^2du/\sqrt{1-u^2}=2\pi k_F^3$, so that

$$\rho_{\rm var}\to\frac{gk_F^4CT}{2\pi n^2v_F^2c}=\frac{8\pi CT}{gv_F^2c}.$$

## Where the four powers come from

The scattering rate of an electron at the Fermi energy is

$$\frac1\tau=\frac{k_FC}{2\pi v_F}\int_{-\pi}^{\pi}d\theta\,q\left\{N[1-f(\omega)]+(N+1)[1-f(-\omega)]\right\},$$

where $f$ is taken relative to the Fermi energy. Because $1-f(-\omega)=f(\omega)$, the bracket equals $N+f(\omega)=1/\sinh(\omega/T)$. At small angles $d\theta$ becomes $2\,dq/k_F$ when both signs are counted, so

$$\frac1\tau=\frac{CT^2}{\pi v_Fc^2}\int_0^\infty\frac{z\,dz}{\sinh z}=\frac{\pi CT^2}{4v_Fc^2},$$

the last integral being $\pi^2/4$. A collision removes the fraction $1-\cos\theta=q^2/2k_F^2$ of the forward momentum, and this adds two powers of $T$.

In three dimensions, with volume $V$, squared coupling $C_3q/V$ and density $n_3=gk_F^3/6\pi^2$, the solid angle changes the count. From $q^2=2k_F^2(1-\cos\theta)$ follows $\sin\theta\,d\theta=q\,dq/k_F^2$, so

$$\sum_k\to\frac{Vk_F^2}{2\pi^2v_F}\int d\varepsilon,\qquad\sum_{k'}\to\frac{V}{4\pi^2v_F}\int d\varepsilon'\int q\,dq .$$

The directional average is now $q^2/3$. The same energy integral gives

$$S_3=\frac{Vk_F^2C_3c}{6\pi^3v_F^2}\int_0^{2k_F}q^5N(N+1)\,dq .$$

The trial function again gives $\langle X,k_x\rangle=n_3V/g$, so $\rho_3=gS_3/(2Tn_3^2V)$. With $\int z^5N(N+1)dz=120\,\zeta(5)$,

$$\rho_3=\frac{10\,g\,k_F^2C_3\,\zeta(5)\,T^5}{\pi^3n_3^2v_F^2c^5}.$$

The extra power is the factor $q$ in the measure of small angles on a sphere. A line has no such factor.

## Why the bound gives the true leading coefficient

The shift $k_x$ was a trial function, so (3) could have had the wrong coefficient. To examine this, put $\Phi=F\Lambda(x)\cos\vartheta$, where $x$ is the energy from the Fermi level divided by $T$. For a given energy transfer $z=|x-x'|$, the delta functions select two angles, each with weight $1/(ck_F\sqrt{1-u^2})$. With $w=f(1-f)$ the Boltzmann equation becomes

$$v_Fw(x)=\frac{CT^2}{\pi v_Fc^2}\int dx'\,K(x,x')\left[\Lambda(x)-(1-2z^2t^2)\Lambda(x')\right],$$

$$K=\frac{z}{8\cosh(x/2)\cosh(x'/2)\sinh(z/2)\sqrt{1-z^2t^2}},\qquad zt<1 .$$

Write the integral operator as $L_0+t^2L_1+\dots$. The part $L_0$ exchanges energy but removes no momentum. Its quadratic form is $\frac12\iint K_0(\Lambda-\Lambda')^2$, with $K_0$ the kernel at $t=0$, so it vanishes for constant $\Lambda$ and for no other function.

Expand $\Lambda=\Lambda_{-1}/t^2+\Lambda_0+\dots$. The leading order reads $L_0\Lambda_{-1}=0$, which makes $\Lambda_{-1}$ constant. The next order, integrated over $x$, loses its $L_0$ term by symmetry. It fixes the constant through $\int L_1\Lambda_{-1}\,dx=\pi v_F^2c^2/(CT^2)$, because $\int w\,dx=1$. This is the momentum balance that the rigid shift gives. Within this model (1) is thus the true leading term, with relative corrections of order $t^2$.

A better trial function gives the sign of the correction to (1). Take $\Lambda\propto1-at^2x^2$ and let $X=(x+x')/2$. The bound is proportional to $Q/(\int w\Lambda\,dx)^2$ with

$$Q=\int_0^\infty\!dz\int dX\,K\left[(\Lambda-\Lambda')^2+4z^2t^2\Lambda\Lambda'\right].$$

At fixed $z$, $K_0$ integrates over $X$ to $z^2N(N+1)$. Its shape in $X$ is $f(X-z/2)-f(X+z/2)$, which is $w$ averaged over a window of width $z$, so the mean of $X^2$ is $\pi^2/3+z^2/12$. With $(x^2-x'^2)^2=4X^2z^2$ and $x^2+x'^2=2X^2+z^2/2$, the terms in $a$ add $\pi^6t^4(64a^2/105-96a/35)$ to the leading $Q=16\pi^4t^2/15$. Since $\int wx^2dx=\pi^2/3$, the denominator is $1-2\pi^2at^2/3$ to this order. The bound therefore changes by the fraction

$$\pi^2t^2\left(\frac{4a^2}{7}-\frac{40a}{21}\right),$$

which is lowest at $a=5/3$, where it equals $-100\pi^2t^2/63\approx-15.7\,t^2$. The solution lies below (3) by at least this much. That exceeds the $+14.1\,t^2$ of (4), so at small $t$ the resistivity of a clean sheet lies slightly below (1). A numerical expansion of $\Lambda$ in six even Legendre polynomials of $\tanh(x/2)$ gives a deficit of only $14.5\,t^2$, so it is an upper bound on the resistivity and not a converged solution. On a fine energy grid the deficit converges to about $16.2\,t^2$.

A film dominated by elastic scattering behaves differently. An energy-independent elastic rate adds $\gamma w\Lambda$ to the collision term. In scaled units, with $K$ now the phonon operator, first-order perturbation theory gives

$$\sigma\propto\left\langle w,(\gamma w+K)^{-1}w\right\rangle\approx\frac1\gamma-\frac{\langle1,K1\rangle}{\gamma^2},\qquad \rho\propto\gamma+\langle1,K1\rangle .$$

The phonon increment is then (3) itself, including its correction (4). Use (3) for the increment in a dirty film and the energy-dependent solution for a clean one. Electron–electron collisions that conserve momentum are left out of that solution. They relax the energy dependence of $\Lambda$ and so raise the clean-sheet result towards (3). With $\ell$ the elastic path, a film is dirty when $v_F/\ell$ far exceeds the phonon scattering rate $1/\tau$. In the example below the two rates are equal at 20 K for $\ell\approx23$ µm. At that path the phonon increment is already within 1% of its clean-sheet value. The crossover is slow: at $\ell=2.3$ µm, where the elastic rate is ten times $1/\tau$, the increment is 0.98 times (3), only a little over halfway from the clean value of 0.953 times (3). The dirty-film rule also requires $q\ell\gg1$ for the typical phonon, because the golden rule assumes plane waves over a phonon wavelength. For $\ell=100$ nm and the sound speed used below, $q\ell$ is about 63 at 20 K but only about 3 at 1 K.

## Example: a doped graphene sheet at 20 K

The parameters are rough values for heavily doped graphene, considered as a cryogenic interconnect: $n=5\times10^{13}$ cm⁻², $g=4$, $v_F=1000$ km/s, $c=20$ km/s and an effective unscreened $D=20$ eV. Two carbon atoms per cell of area $\sqrt3a^2/2$, with $a=0.246$ nm, give $\rho_m=7.61\times10^{-7}$ kg/m².

The density is 0.5 nm⁻², so $k_F=\sqrt{0.5\pi}=1.253$ nm⁻¹. It follows that $E_F=0.825$ eV, $T_{BG}=383$ K and $t=20/383=0.0522$. The coupling is $C=0.01263$ atomic units. Substituting $T=2ck_Ft$ in (1) gives a form suited to arithmetic:

$$\rho=\frac{256\pi^4}{15g}\frac{Ck_F}{v_F^2}t^4
=415.6\times\frac{0.01263\times0.0663}{0.457^2}\times7.44\times10^{-6}
\approx1.24\times10^{-5},$$

where $k_F$ and $v_F$ have been converted to atomic units. In engineering units this is 0.051 ohm per square.

Equation (3) gives 0.0532 ohm. For phonons alone, the six-polynomial expansion shows that the energy-dependent solution is at most 0.958 times that, or 0.051 ohm. An electron at the Fermi energy scatters out of its state at 43 ns⁻¹. The quasiparticle width $-2\,\mathrm{Im}\,\Sigma$ given by many electronic-structure codes also counts scattering into the state and is twice that. The momentum-loss rate $\rho_{\rm var}nv_F/k_F$ is 5.2 ns⁻¹.

With all other parameters fixed, the temperature dependence is as follows.

| T (K) | (1), ohm | (3), ohm | Local exponent of (3) |
|---|---|---|---|
| 10 | 0.00318 | 0.00321 | 4.02 |
| 20 | 0.0509 | 0.0532 | 4.10 |
| 40 | 0.815 | 1.008 | 4.32 |
| 77 | 11.2 | 12.0 | 3.02 |
| 300 | 2578 | 147 | 1.20 |

The exponent of (3) first rises above 4, as the positive correction in (4) requires. A clean sheet behaves differently: its resistivity is about 0.8 times (3) at 40 K and 0.7 times at 77 K, and its exponent does not rise above 4. The close values at 77 K come from a crossing of the two curves near 82 K. They do not confirm the $T^4$ law, since the local exponent at 77 K is already 3. At 300 K the $T^4$ law is too large by a factor of about 18 relative to (3).

## What changes in a real sheet

**Band overlap.** For a scalar potential, graphene's two-component states multiply the squared coupling by $\cos^2(\theta/2)=1-u^2$. At 20 K this multiplies (3) by 0.92. At 300 K the factor is 0.26, close to the high-temperature value of one quarter, and the phonon result falls to about 38 ohm. A strain-induced change of hopping acts between the two components instead. In the linear band, its squared coupling averaged over direction has no such factor, so these reductions do not apply to it.

**Screening.** A scalar potential is divided by $1+q_s/q$, where $q_s=2\pi(dn/dE_F)/\kappa=gk_F/(\kappa v_F)$. For a rough dielectric constant $\kappa=2.5$, $q_s=4.4$ nm⁻¹. When $q\ll q_s$ the squared coupling gains $q^2$, and the law becomes $T^6$. Full screening of the example's coupling would reduce (3) at 20 K to 0.018 of its value. The $T^4$ law thus needs a coupling that escapes screening, such as the strain-induced change of hopping in graphene.

**Branches and anisotropy.** Since $C\propto1/c$, equation (1) varies as $c^{-5}$ at fixed $D$. A transverse branch at a rough 13 km/s with equal $D$ would contribute 8.6 times the longitudinal term in the $T^4$ limit, and about 9 times by (3) at 20 K. The hopping coupling also depends on direction, so the rigid shift need not give the right coefficient. The $T^4$ scaling survives if the summed coupling vanishes nowhere on the line, because small-angle diffusion then slows as $T^4$ at every point. In the nearest-neighbour band the Fermi radius ranges from 1.21 to 1.32 nm⁻¹, a spread of about 9% of the circular value.

**Phonon drag.** Electrons absorb a phonon at the net rate

$$\Gamma=2\pi Cq\,g\int\frac{d^2k}{4\pi^2}(f_k-f_{k+q})\,\delta(\varepsilon_{k+q}-\varepsilon_k-\omega)
=\frac{gC\omega k_F}{\pi v_F^2\sqrt{1-u^2}} .$$

The energy integral supplies $\omega$, and the two allowed angles supply $2/(v_Fq\sqrt{1-u^2})$. For the typical phonon, $cq=4.79\,T$ at 20 K, the path $c/\Gamma$ is about 300 nm. Equilibrium phonons require another relaxation process, such as loss to the substrate or diffuse edges, with a path well below this.

**Residual resistivity.** A defect-limited electron path $\ell=100$ nm, chosen for illustration, gives $4\pi/(gk_F\ell)$, or 103 ohm per square. The phonon term at 20 K is about 0.05% of that. It hardly matters for the total resistance. Nor can the cold temperature dependence of such a line be assigned to phonons alone. Quantum interference and electron–electron interaction, left out here, typically give corrections of order $\rho^2e^2/(2\pi^2\hbar)$ per unit of $\ln T$ in a diffusive film. With $\rho=103$ ohm this is about 0.13 ohm. The phonon term changes by $4.1\times0.0532\approx0.22$ ohm per unit of $\ln T$ at 20 K, but by less than 0.13 ohm below about 18 K.

**Room temperature.** A polar substrate mode at a rough 0.06 eV has occupation 0.11 at 300 K and a negligible one at 20 K. A room-temperature calculation must include such modes where the substrate has them, and also the sheet's own optical and zone-boundary phonons, which are left out here.

The assumed density is high for graphene and needs strong chemical or electrolyte doping. The effective $D$ stands for several couplings, so the transverse branch alone could move the 20 K value by an order of magnitude. For implementation, include the appropriate overlap and coupling for each branch. Then use (3) where elastic scattering dominates, and solve the energy-dependent equation for a clean sheet. Reserve (1) for unscreened coupling and temperatures below about $T_{BG}/20$, with $T_{BG}$ taken for the slowest branch that contributes. In this example (3) without overlap then departs from the $T^4$ law by about 4% or less, while a clean sheet with an unscreened scalar coupling and its overlap factor lies about 8% below (1) at 20 K.
